\section*{Why the current exponent in Black's equation is not constant}

\section{What dimensions allow}

Take a long metal line at fixed temperature in which the electron wind builds up tension at the cathode, a void opens when the tension reaches $\sigma_c$, and the line fails when the void has length $L_c$. The balance equations derived below contain four quantities: a stress diffusivity $\kappa$ (m$^2$/s), the wind force written as a stress gradient $G$ (Pa/m), the nucleation stress $\sigma_c$ (Pa), and the product $BL_c$ (Pa\,m) of the elastic modulus and the critical void length. The current density $j$ enters through $G\propto j$ alone. The lifetime must therefore have the form
\begin{equation}
t_f=\frac{\sigma_c^2}{\kappa G^2}\,\Phi(z),\qquad z=\frac{GBL_c}{\sigma_c^2},
\label{dim}
\end{equation}
because the prefactor is a time and $z$ is the one dimensionless combination.

Black's equation, $t_f=A\,j^{-n}\exp(E_a/k_BT)$, defines at fixed temperature a local exponent
\begin{equation}
n(j)=-\frac{d\ln t_f}{d\ln j}=2-\frac{d\ln\Phi}{d\ln z}.
\label{ndef}
\end{equation}
It is constant if and only if $\Phi$ is a power of $z$. If growth takes negligible time, $BL_c$ drops out, $\Phi$ is constant and $n=2$. If nucleation is irrelevant, $\sigma_c$ must drop out, so $\Phi\propto z$ and $n=1$. When both stages matter, dimensions fix no exponent.

\section{Atom balance and sign conventions}

Let $x$ run from the cathode along the electron flow, let tension be positive, and let $j$ and the effective charge number $Z$ be magnitudes. The wind force on an atom is $eZ\rho j$, with $\rho$ the resistivity. Tension lowers the chemical potential by $\Omega\sigma$, with $\Omega$ the atomic volume, so a stress gradient exerts the force $+\Omega\,\partial_x\sigma$. With mobility $D/k_BT$, the volume of atoms crossing unit area per unit time is
\begin{equation}
q=\frac{D}{k_BT}\left(eZ\rho j+\Omega\,\partial_x\sigma\right)=\frac{\kappa}{B}\,(G+\partial_x\sigma),
\quad G=\frac{eZ\rho j}{\Omega},\quad \kappa=\frac{DB\Omega}{k_BT}.
\end{equation}
Where more atoms leave than arrive, tension rises: $\partial_t\sigma=B\,\partial_xq$. Hence
\begin{equation}
\partial_t\sigma=\kappa\,\partial_x(\partial_x\sigma+G).
\label{pde}
\end{equation}
Here $D$, $B$ and hence $\kappa$ are taken as independent of stress and position. Far from the cathode $\partial_x\sigma=0$ and atoms drift at $v=\kappa G/B$.

The initial stress is zero and the cathode is blocked, $q(0,t)=0$, until nucleation at time $t_n$. Afterwards the void surface carries no stress, $\sigma(0,t)=0$. The void spans the cross-section of the metal, and a thin conducting liner is assumed to carry the current past it, so that $j$ in the remaining metal is unchanged. The void length then grows at the rate $\dot L_v=q(0,t)$. It is assumed short compared with the diffusion length, so its surface may be kept at $x=0$.

\textbf{Nucleation.} The blocked end requires $\partial_x\sigma=-G$ at $x=0$, which feeds stress into the half-line at the rate $\kappa G$. A unit amount released at a reflecting end has, after a time $u$, the profile $e^{-x^2/4\kappa u}/\sqrt{\pi\kappa u}$, whose integral over $x>0$ is one. Adding all releases gives
\begin{equation}
\sigma(x,t)=\kappa G\int_0^t\frac{e^{-x^2/4\kappa u}}{\sqrt{\pi\kappa u}}\,du,
\qquad \sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}} .
\label{pre}
\end{equation}
Setting $\sigma(0,t_n)=\sigma_c$ yields
\begin{equation}
t_n=\frac{\pi\sigma_c^2}{4\kappa G^2}\propto j^{-2}.
\label{tn}
\end{equation}

\textbf{Growth.} Let $S=\int_0^\infty\sigma\,dx$. Integrating $\partial_t\sigma=B\,\partial_xq$ gives $\dot S=Bv-Bq(0,t)$. Before nucleation $q(0,t)=0$, so $S(t_n)=Bvt_n$. Afterwards $q(0,t)=\dot L_v$, and integration from $t_n$ to $t$ gives
\begin{equation}
L_v(t)=vt-\frac{S(t)}{B}.
\label{balance}
\end{equation}
The void holds all the volume that has drifted away since the current was switched on, less the part still stored as elastic tension.

\section{A counter-example}

Two bounds on the lifetime follow without solving the growth problem. After nucleation the stress starts non-negative and obeys a diffusion equation with zero boundary value, so it stays non-negative.
\begin{itemize}
\item Since $S\ge0$, equation (\ref{balance}) gives $L_c\le vt_f$. Hence $t_f\ge L_c/v$; also $t_f\ge t_n$.
\item Since $\sigma\ge0$ and $\sigma(0,t)=0$, the gradient at the void is non-negative, so $\dot L_v\ge v$. Growth takes at most $L_c/v$, and $t_f\le t_n+L_c/v$.
\end{itemize}

Choose round model parameters: $T=573$ K, $D=10^{-16}$ m$^2$/s, $B=30$ GPa, $\Omega=1.2\times10^{-29}$ m$^3$, $Z=1$, $\rho=4\times10^{-8}$ $\Omega$\,m, $\sigma_c=100$ MPa and $L_c=100$ nm. Then $\kappa=4.551\times10^{-15}$ m$^2$/s. At 1 MA/cm$^2$, $G=5.341$ MPa/$\mu$m and $v=2.916$ nm/h, so
\begin{align}
t_n&=\frac{\pi(10^8)^2}{4(4.551\times10^{-15})(5.341\times10^{12})^2}\ \mathrm{s}=16.8\ \mathrm{h},\\
\frac{L_c}{v}&=\frac{100}{2.916}\ \mathrm{h}=34.3\ \mathrm{h}.
\end{align}
The first time scales as $j^{-2}$, the second as $j^{-1}$. The bounds are therefore
\begin{align}
0.1\ \mathrm{MA/cm^2}:&\quad 1681\ \mathrm{h}\le t_f\le 2024\ \mathrm{h},\\
1\ \mathrm{MA/cm^2}:&\quad 34.3\ \mathrm{h}\le t_f\le 51.1\ \mathrm{h},\\
10\ \mathrm{MA/cm^2}:&\quad 3.43\ \mathrm{h}\le t_f\le 3.60\ \mathrm{h}.
\end{align}
The average exponent over a decade of current is the decimal logarithm of the lifetime ratio. Over the lower decade it is at least $\log_{10}(1681/51.1)\approx1.52$; over the upper decade it is at most $\log_{10}(51.1/3.43)\approx1.17$. No single exponent satisfies both, although the mechanism, the material parameters and the temperature are the same throughout.

\section{The general statement}

Let $s=(t_f-t_n)/t_n$ be the ratio of growth time to nucleation time. In the model above,
\begin{equation}
\boxed{\,n=1+\frac{1}{(1+s)\left(1+\sqrt s\,\arctan\sqrt s\right)}\,}
\label{main}
\end{equation}
and $s$ is the unique positive solution of
\begin{equation}
H(s)=\lambda,\qquad H(s)=\frac2\pi\left[(1+s)\arctan\sqrt s+\sqrt s\right],\qquad
\lambda=\frac{L_c}{vt_n}=\frac{4GBL_c}{\pi\sigma_c^2}.
\label{H}
\end{equation}
As $j$ rises from zero to infinity, $n$ falls continuously and strictly from 2 to 1.

\section{Proof}

\textbf{Stored stress that remains.} After nucleation, a unit amount of stress initially at $y$ spreads with an image of opposite sign at $-y$, which keeps $\sigma(0)=0$. Integrating the two Gaussians over $x>0$ leaves
\begin{equation}
\tfrac12\left[1+\mathrm{erf}\,\zeta\right]-\tfrac12\left[1-\mathrm{erf}\,\zeta\right]=\mathrm{erf}\,\zeta,
\qquad \zeta=\frac{y}{2\sqrt{\kappa\tau}},
\end{equation}
after a growth time $\tau$. We weight this with the profile (\ref{pre}) at $t_n$ and divide by $S(t_n)=\kappa Gt_n$. The remaining fraction is
\begin{equation}
f=\frac1{t_n}\int_0^{t_n}\!du\int_0^\infty\!dy\,\frac{e^{-y^2/4\kappa u}}{\sqrt{\pi\kappa u}}\,
\mathrm{erf}\!\left(\frac{y}{2\sqrt{\kappa\tau}}\right).
\label{fdef}
\end{equation}
For the inner integral define $I(b)=\int_0^\infty e^{-a^2y^2}\mathrm{erf}(by)\,dy$. Then
\begin{equation}
\frac{dI}{db}=\frac{2}{\sqrt\pi}\int_0^\infty y\,e^{-(a^2+b^2)y^2}dy=\frac{1}{\sqrt\pi\,(a^2+b^2)},
\qquad I(b)=\frac{1}{a\sqrt\pi}\arctan\frac ba,
\end{equation}
since $I(0)=0$. With $a=1/(2\sqrt{\kappa u})$ and $b=1/(2\sqrt{\kappa\tau})$, the inner integral in (\ref{fdef}) equals $(2/\pi)\arctan\sqrt{u/\tau}$. Put $u=wt_n$ and $\tau=st_n$, and integrate by parts with $w+s$ as the antiderivative of 1:
\begin{align}
f(s)&=\frac2\pi\int_0^1\arctan\sqrt{\frac ws}\,dw\nonumber\\
&=\frac2\pi\left\{\left[(w+s)\arctan\sqrt{\frac ws}\right]_0^1-\int_0^1(w+s)\frac{\sqrt s}{2\sqrt w\,(w+s)}\,dw\right\}\nonumber\\
&=\frac2\pi\left[(1+s)\arctan\frac1{\sqrt s}-\sqrt s\right].
\label{f}
\end{align}

\textbf{Failure condition.} With $t=t_n(1+s)$ and $S=Bvt_nf$, equation (\ref{balance}) becomes $L_v=vt_n(1+s-f)$. Inserting $\arctan(1/\sqrt s)=\pi/2-\arctan\sqrt s$ into (\ref{f}) gives $1+s-f=H(s)$. Setting $L_v=L_c$ gives (\ref{H}); the last form of $\lambda$ follows from $v=\kappa G/B$ and (\ref{tn}).

\textbf{Growth speed.} Write $\theta=\arctan\sqrt s$, so that $d\theta/ds=1/[2\sqrt s(1+s)]$. Then
\begin{equation}
H'(s)=\frac2\pi\left[\theta+\frac1{2\sqrt s}+\frac1{2\sqrt s}\right]=\frac2\pi\left[\theta+\frac1{\sqrt s}\right]>0 .
\label{Hp}
\end{equation}
Since $H$ rises from 0 without bound, $s$ is unique and increases with $\lambda\propto j$. The void grows at the speed $vH'(s)$.

\textbf{Exponent.} From $t_f=t_n(1+s)$, with $t_n\propto j^{-2}$ and $\lambda\propto j$,
\begin{equation}
n=2-\frac{1}{1+s}\frac{ds}{d\ln\lambda}=2-\frac{H}{(1+s)H'},
\end{equation}
because $\ln\lambda=\ln H(s)$ implies $ds/d\ln\lambda=H/H'$. Therefore
\begin{align}
n-1&=\frac{(1+s)H'-H}{(1+s)H'}
=\frac{(1+s)\theta+(1+s)/\sqrt s-(1+s)\theta-\sqrt s}{(1+s)(\theta+1/\sqrt s)}\nonumber\\
&=\frac{1/\sqrt s}{(1+s)(\theta+1/\sqrt s)}=\frac1{(1+s)(1+\sqrt s\,\theta)} .
\end{align}
Both factors in the last denominator increase with $s$, from 1 to infinity. This proves the monotonic fall from 2 to 1. $\square$

\section{Two limits and the role of stored stress}

At low current $s\ll1$ and $\theta\approx\sqrt s$, so $H\approx(4/\pi)\sqrt s$ and $s\approx(\pi\lambda/4)^2$. To leading order the growth time is
\begin{equation}
st_n\approx\frac{\pi^2\lambda^2}{16}\,t_n=\frac{\pi B^2L_c^2}{4\kappa\sigma_c^2},
\end{equation}
which does not contain the current: the void is opened by the release of stored tension. For the chosen parameters this is about 43 h. At 0.1 MA/cm$^2$ the full solution gives $1723-1681=42$ h, whereas drift alone would need 343 h.

At high current $s\gg1$, $f\to0$ and $s\approx\lambda$. Equation (\ref{balance}) at failure reads
\begin{equation}
t_f=\frac{L_c}{v}+f\,t_n ,
\label{tf}
\end{equation}
so $t_f\to L_c/v$. The limit itself follows from $vt_n/L_c=1/\lambda\to0$. The return of stored stress to the void makes the approach faster: at 10 MA/cm$^2$ the life exceeds $L_c/v$ by 0.5\%, whereas $t_n$ is 4.9\% of $L_c/v$.

The simple sum $t_{\rm add}=t_n+L_c/v$, the upper bound used earlier, also has a varying exponent:
\begin{equation}
n_{\rm add}=\frac{2t_n+L_c/v}{t_n+L_c/v}=1+\frac{t_n}{t_{\rm add}} .
\end{equation}
It has the same end values, but by (\ref{tf}) it overstates the life by $(1-f)t_n$, since it omits the returned stress.

\section{Reading the numbers}

At 1 MA/cm$^2$, $vt_n=49.0$ nm, so $\lambda=100/49.0=2.04$. Solving $H(s)=\lambda$ gives $s=1.362$ and $f=0.322$. Then
\begin{align}
t_f&=16.81\,(1+1.362)\ \mathrm{h}=39.7\ \mathrm{h},\\
n&=1+\frac1{2.362\,(1+1.167\times0.862)}=1.21 .
\end{align}
Equation (\ref{tf}) gives the same life, $34.3+0.322\times16.8=39.7$ h. The simple sum gives 51.1 h, which is 29\% above the coupled life. At failure the void still grows 9\% faster than the drift speed.

The exponent is 1.95 at 0.1 MA/cm$^2$, passes 1.5 at 0.47 MA/cm$^2$, and is 1.01 at 10 MA/cm$^2$. The numerical output compares these values with a finite-volume solution of the stress equation in a 1 mm line with both ends blocked. The largest lifetime difference, relative to the formula, is $4\times10^{-5}$, and the largest difference in exponent is $4\times10^{-4}$. These figures measure the solution of the model, not its fidelity to a real line. For example, $\Omega\sigma_c/k_BT=0.15$ here. A diffusivity proportional to $\exp(\Omega\sigma/k_BT)$ would shorten the life by 2.6\% at 0.1 MA/cm$^2$ and by 1.7\% at 1 MA/cm$^2$, and would lower $n$ at 1 MA/cm$^2$ from 1.21 to 1.20.

The variation matters in extrapolation. An exponent fitted between two currents is the average of $n$ over $\ln j$ between them. From 1 to 3 MA/cm$^2$ the life falls from 39.7 to 11.8 h, which gives
\begin{equation}
n_{\rm fit}=\frac{\ln(39.71/11.76)}{\ln3}\approx1.11 .
\end{equation}
Carried from 1 down to 0.1 MA/cm$^2$ at the same temperature, this predicts 509 h, or 0.30 of the model's 1723 h. Assuming $n=2$ predicts 3971 h, or 2.3 times the model life. In the long-line model the signs of both errors are general: below the fitted range $n$ exceeds $n_{\rm fit}$, yet it remains below 2.

\section{Limits of the long-line model}

\textbf{Finite line.} With both ends blocked, the stress settles where $q=0$, that is $\partial_x\sigma=-G$. Zero initial stress and conservation of atoms make its mean zero, so $\sigma=G(L/2-x)$ and the cathode reaches at most $GL/2$. Nucleation requires
\begin{equation}
j>j_{\rm th}=\frac{2\sigma_c\Omega}{eZ\rho L},
\end{equation}
which is 0.0374 MA/cm$^2$ for $L=1$ mm. Failure also requires the void to reach $L_c$. After nucleation the stress settles at $\sigma=-Gx$ and the void length at $GL^2/2B$, so $G>2BL_c/L^2$ is needed as well. This second condition is the stricter one when $L<BL_c/\sigma_c=30$ $\mu$m: in a 20 $\mu$m line $j_{\rm th}=1.87$ MA/cm$^2$, yet failure needs 2.81 MA/cm$^2$. As $j$ falls to the larger of the two thresholds, which is $j_{\rm th}$ for the 1 mm line, the lifetime diverges at a non-zero current, which no bounded exponent can produce. At $1.2\,j_{\rm th}$ the finite-line solution gives $n=3.15$, while (\ref{main}) gives 1.99. The long-line result needs $\sqrt{\kappa t_f}\ll L$; at 0.1 MA/cm$^2$ this diffusion length is 168 $\mu$m. Shorter lines leave the long-line regime at higher currents. With the same parameters a 100 $\mu$m line does not nucleate below 0.37 MA/cm$^2$ and has $n\approx2.2$ at 0.47 MA/cm$^2$, where (\ref{main}) gives 1.5. A 50 $\mu$m line has $n\approx1.7$ at 1 MA/cm$^2$ instead of 1.21.

\textbf{Short void.} Keeping the void surface at $x=0$ is an approximation for a void much shorter than $\sqrt{\kappa(t_f-t_n)}$, the diffusion length of the growth stage. The ratio is 0.004 at 0.1 MA/cm$^2$ and 0.014 at 10 MA/cm$^2$.

\textbf{Temperature.} The parameter $\lambda$ does not contain $D$. A change of diffusivity alone therefore rescales the life and leaves $n(j)$ unchanged. If the current heats the line and $\kappa$ is the only other quantity that changes, $t_f\propto1/\kappa$ at fixed $\lambda$ gives the apparent exponent
\begin{equation}
n_{\rm app}=n+\frac{d\ln\kappa}{d\ln j}.
\end{equation}
When $\kappa$ rises with temperature the added term is positive, and the apparent exponent can exceed 2. 
No change of failure mechanism is needed for this.

\textbf{Initial tension.} The model starts from zero stress. A uniform initial tension $\sigma_0<\sigma_c$ shortens nucleation, and its release adds $R=(2\sigma_0/B)\sqrt{\kappa\tau/\pi}$ to the void length after a growth time $\tau$, whatever the current. In the limit $\sigma_0\to\sigma_c$ nucleation takes no time and $L_c=vt_f+R$ with $\tau=t_f$. Differentiating at fixed $L_c$ gives
\begin{equation}
n=\frac{vt_f}{vt_f+R/2}<1 .
\end{equation}

Values below 1 are not confined to this limit: with $\sigma_0=\sigma_c/2$ the exponent is 1.8 at 0.1 MA/cm$^2$, 0.88 at 2 MA/cm$^2$ and 0.93 at 10 MA/cm$^2$, so it is no longer monotonic in $j$.

Heating, the threshold and initial tension must therefore all be considered before a measured exponent is used to infer a mechanism. Even without them, a value between 1 and 2 need not signal a third mechanism: nucleation followed by growth produces it.

\section*{Calculated quantities}
\begin{verbatim}
temperature T = 573 K
diffusivity D = 1.0e-16 m^2/s
modulus B = 30 GPa
atomic volume Omega = 1.20e-29 m^3
effective charge number Z = 1
resistivity rho = 4.0e-08 ohm m
nucleation stress sigma_c = 100 MPa
critical void length L_c = 100 nm
line length L = 1 mm
stress diffusivity kappa = 4.551e-15 m^2/s
at 1 MA/cm^2:
  wind gradient G = 5.341 MPa/um
  drift speed v = 2.916 nm/h
  stored length v*t_n = 49.02 nm
  demand lambda = 2.0400
  time ratio s = 1.3623
  stored fraction left f = 0.3223
  void speed/drift speed at failure = 1.0944
  additive life/coupled life = 1.2869
j in MA/cm^2; times in h; n without unit
j | t_n | t_f | t_add | n | n simulated | n_add
0.1 | 1681 | 1723 | 2024 | 1.9516 | 1.9520 | 1.8306
0.2 | 420.2 | 460.8 | 591.7 | 1.8340 | 1.8339 | 1.7102
0.5 | 67.24 | 99.93 | 135.8 | 1.4723 | 1.4723 | 1.4951
1.0 | 16.81 | 39.71 | 51.1 | 1.2110 | 1.2110 | 1.3290
2.0 | 4.202 | 18.07 | 21.35 | 1.0791 | 1.0791 | 1.1969
5.0 | 0.6724 | 6.949 | 7.53 | 1.0200 | 1.0200 | 1.0893
10.0 | 0.1681 | 3.445 | 3.597 | 1.0070 | 1.0070 | 1.0467
largest relative life difference, simulation = 4.2e-05
largest exponent difference, simulation = 4.3e-04
diffusion length at failure, 0.1 MA/cm^2 = 168.02 um
  L_c/diffusion length = 0.00060
diffusion length at failure, 10.0 MA/cm^2 = 7.51 um
  L_c/diffusion length = 0.01331
current where n = 1.5, coupled = 0.4704 MA/cm^2
current where n = 1.5, additive = 0.4902 MA/cm^2
exponent fitted from 1 to 3 MA/cm^2 = 1.1074
life at 3 MA/cm^2 = 11.76 h
life at 0.1 MA/cm^2 extrapolated from 1 MA/cm^2:
  fitted n: 508.5 h, ratio to model 0.295
  n = 2: 3970.8 h, ratio to model 2.304
  n = 1: 397.1 h, ratio to model 0.230
threshold current of the finite line = 0.03745 MA/cm^2
1.2 times threshold = 0.04494 MA/cm^2
  n there, finite line simulated = 3.154
  n there, long-line formula = 1.990
\end{verbatim}
